# Why helium binds exact-exchange Kohn-Sham orbitals but no empty Hartree-Fock orbitals

## The decision at stake

An exact-exchange calculation returns a list of empty levels, and someone must decide what to do with them: converge them by adding diffuse functions, build excitations from them, or read a gap from them. The answer depends on whether exchange enters as the nonlocal Hartree-Fock operator or as a local Kohn-Sham potential. Neutral helium shows the difference clearly, because there the two methods share the same occupied orbital and the same total energy.

The atom is nonrelativistic, with a fixed point nucleus and the closed shell 1s². Algebra is in atomic units; potentials vanish at infinity. Let $\phi$ be the real, normalized 1s orbital and $P(r)=\sqrt{4\pi}\,r\,\phi(r)$, so that $\int_0^\infty P^2dr=1$. Define

$$J(\mathbf r)=\int\frac{\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad (K\psi)(\mathbf r)=\phi(\mathbf r)\int\frac{\phi(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.$$

Both electrons repel a given electron, but only the one of equal spin exchanges with it. The Fock operator is therefore

$$F=-\tfrac12\nabla^2-\frac2r+2J-K .$$

For the local theory, the exchange energy is $E_x=-\iint\phi^2(1)\phi^2(2)/r_{12}$, one half from each spin. With density $n=2\phi^2$ this is

$$E_x[n]=-\frac14\iint\frac{n(1)n(2)}{r_{12}},\qquad v_x=\frac{\delta E_x}{\delta n}=-\frac12\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'=-J .$$

The two equal variations of the double integral turn $\frac14$ into $\frac12$. The Hartree potential is $2J$, so the Kohn-Sham operator is

$$h=-\tfrac12\nabla^2-\frac2r+J .$$

This explicit $v_x$ holds for two paired electrons in one orbital. Correlation is absent from both operators.

## Contribution 1: nucleus and direct repulsion

A spherical shell of charge at radius $s$ gives the potential $1/r$ outside and $1/s$ inside. Hence

$$J(r)=\frac1r\int_0^rP^2ds+\int_r^\infty\frac{P^2}{s}ds=\frac1r-\int_r^\infty P^2(s)\left(\frac1r-\frac1s\right)ds,$$

where normalization replaced the first integral by $1-\int_r^\infty P^2ds$. The nucleus and both electrons together give the static potential $-U$, with

$$U=\frac2r-2J=2\int_r^\infty P^2(s)\left(\frac1r-\frac1s\right)ds\ \ge 0 .$$

Only charge outside $r$ contributes. At large $r$ the equation for $P$ becomes $P''=-2\varepsilon_{1s}P$, so $P$ falls as $e^{-\kappa r}$ up to a power of $r$, with $\kappa=\sqrt{2\times0.918}=1.355$ per bohr. Thus $U$ falls as $e^{-2\kappa r}$, again up to a power.

The Kohn-Sham potential contains one $J$ fewer. Since $J=1/r-U/2$,

$$v_s=-\frac2r+J=-\frac1r-\frac U2 .$$

## Contribution 2: exchange

On the occupied orbital, the definition gives $K\phi=J\phi$. Exchange cancels one of the two repulsions, the electron's repulsion from itself, and $F\phi=h\phi$. The local potential and a separate Gaussian-basis Hartree-Fock calculation both give $\varepsilon_{1s}=-24.979$ eV.

On an empty orbital $\psi$ there is no self-repulsion to cancel. $K\psi$ is $\phi(\mathbf r)$ times the electrostatic potential of the charge $\phi\psi$. For angular momentum $l$ that potential falls as $r^{-l-1}$, and for an s orbital orthogonality removes the total charge $\int\phi\psi$, hence the $1/r$ term. In every case the prefactor $\phi(\mathbf r)$ makes $K\psi$ die exponentially. Exchange supplies no $-1/r$ tail to an empty orbital.

The potentials, in eV, are:

| $r$ (Å) | $-1/r$ | $v_s$ | $-U$ | $-K\psi/\psi$ |
|---|---|---|---|---|
| 1 | −14.400 | −14.564 | −0.328 | −1.02 |
| 2 | −7.200 | −7.200 | −0.00124 | −0.0358 |
| 4 | −3.600 | −3.600 | −2.9×10⁻⁸ | −0.00016 |

The last column uses the Kohn-Sham 2p orbital for $\psi$; being nonlocal, exchange has no orbital-independent potential. For 2p it outweighs the static attraction at these distances; for the Kohn-Sham 2s orbital it has the opposite sign there (+1.0 eV at 1 Å, +0.002 eV at 2 Å). At 4 Å all these terms are negligible beside 3.6 eV.

## Contribution 3: the extra repulsion $J-K$

The two operators differ by $F-h=J-K$. Expanding a square gives

$$\frac12\iint\frac{[\phi(1)\psi(2)-\phi(2)\psi(1)]^2}{r_{12}}=\frac12\left(2\langle\psi|J|\psi\rangle-2\langle\psi|K|\psi\rangle\right)=\langle\psi|J-K|\psi\rangle\ge0 .$$

The difference vanishes for $\psi=\phi$ and is repulsive otherwise. For two Kohn-Sham orbitals, adding its expectation value (second number) to the Kohn-Sham level (first number) gives:

- 2s: $-4.31+6.63=2.32$ eV;
- 2p: $-3.47+6.77=3.30$ eV.

The sums are expectation values of $F$, not its eigenvalues. They show that the extra repulsion overwhelms the binding in these orbitals, but another, more extended orbital might still bind. That needs a separate argument.

## The Rydberg series of the local potential

Because $U\ge0$, $v_s\le-1/r$ at every radius. The min-max principle says that lowering a potential cannot raise any ordered level, so for each $l$

$$\varepsilon_{nl}\le-\frac1{2n^2},\qquad n=l+1,l+2,\ldots$$

There are infinitely many bound levels. Write $\varepsilon_{nl}=-1/[2(n-\delta)^2]$, where the quantum defect $\delta$ measures the effect of the short-ranged part $-U/2$. For 2s, $n-\delta=\sqrt{13.606/4.3085}=1.777$, so $\delta=0.223$.

| $n$ | s level (eV) | $\delta_s$ | p level (eV) | $\delta_p$ | $-1/(2n^2)$ (eV) |
|---|---|---|---|---|---|
| 2 | −4.309 | 0.223 | −3.468 | 0.019 | −3.401 |
| 3 | −1.759 | 0.219 | −1.534 | 0.022 | −1.512 |
| 6 | −0.407 | 0.217 | −0.381 | 0.023 | −0.378 |

The radial function starts as $r^{l+1}$, so a p orbital has less weight where $U$ acts, and its defect is smaller.

## Is the Fock attraction strong enough to bind?

Losing the Coulomb tail removes the guarantee of a series. It does not forbid a bound level, since a deep enough short-ranged well binds. The strength must be measured.

For radial functions $u=r\psi$ of angular momentum $l$, write $F_l=T_l-A_l$ with

$$T_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},\qquad A_l=U+K_l .$$

$K_l$ is non-negative because $\langle\psi|K|\psi\rangle$ is the Coulomb energy of the charge $\phi\psi$ with itself, apart from the usual factor $\frac12$. So $A_l\ge0$.

Keep $\phi$ fixed and scale the attraction to $gA_l$. At $g=0$ nothing is bound. As $g$ grows, levels can only move down, and each crosses zero at a critical $g$ where $T_lu=gA_lu$. Setting $w=A_l^{1/2}u$ turns this into

$$A_l^{1/2}T_l^{-1}A_l^{1/2}w=\mu w,\qquad \mu=\frac1g .$$

The levels bound at the true strength $g=1$ are those with critical $g<1$. Their number $N_l$ is therefore the number of eigenvalues $\mu>1$. As all $\mu\ge0$, $N_l$ cannot exceed their sum, the trace of $T_l^{-1}A_l$.

**The trace.** The inverse of $T_l$ is built from the zero-energy solutions $r^{l+1}$ and $r^{-l}$: $G_l=C\,r_<^{l+1}r_>^{-l}$, where $r_<$ and $r_>$ are the smaller and larger of $r,s$. The condition $T_lG_l=\delta(r-s)$ requires the slope to jump by $-2$. The slope jumps by $-C(2l+1)$, so $C=2/(2l+1)$. On the diagonal $G_l=2r/(2l+1)$, and the static part of the trace needs

$$\int_0^\infty rU\,dr=2\int_0^\infty P^2(s)\int_0^s\left(1-\frac rs\right)dr\,ds=2\int_0^\infty P^2(s)\frac s2\,ds=\langle r\rangle .$$

The multipole expansion of $1/r_{12}$ gives the exchange kernel

$$K_l(r,s)=\frac{P(r)P(s)}{2l+1}\,\frac{r_<^l}{r_>^{l+1}} .$$

Multiplying by $G_l$ combines the powers into $(r_</r_>)^{2l+1}$. Altogether

$$N_l\le\frac{2\langle r\rangle}{2l+1}+\frac{2X_l}{(2l+1)^2},\qquad X_l=\iint P(r)P(s)\left(\frac{r_<}{r_>}\right)^{2l+1}dr\,ds .$$

**p and higher orbitals.** With the computed $\langle r\rangle=0.927$ bohr and $X_1=0.571$ bohr, the bound for $l=1$ is $0.618+0.127=0.745$. A whole number below one is zero. Both terms decrease as $l$ grows, so no orbital with $l\ge1$ is bound.

**s orbitals.** Here the eigenvalues themselves are needed. The two largest are 3.317 and 0.501. The first belongs to the occupied 1s level. The second is below one, so there is no bound empty s orbital. Already the sum of these two exceeds 3, which is why the trace cannot settle this case. This conclusion is numerical, with a wide margin: the attraction would have to be 2.0 times stronger to bind a second s level, and 3.7 times stronger to bind a p level.

A direct count of negative levels tested these thresholds. Going from 0.9 to 1.15 times the critical strength raised the count from one to two for s, and from zero to one for p.

## What a finite calculation prints

A box or a finite basis still lists empty Fock levels. They are pieces of the continuum. Outside the atom, a slow s wave is $\sin k(r-a)$, with scattering length $a$. If it must vanish at the wall $r=R$, the lowest such state has $k(R-a)=\pi$ and

$$E=\frac{\pi^2}{2(R-a)^2} .$$

The zero-energy equation gives $a=1.482$ bohr (0.784 Å). For $R=100$ Å $=188.97$ bohr, $E=4.935/187.49^2=1.404\times10^{-4}$ hartree, or 3.82 meV, as found by diagonalization.

| $R$ (Å) | lowest empty Fock s level (eV) | bound s levels, $F$ | bound s levels, $h$ |
|---|---|---|---|
| 25 | 0.0641 | 1 | 6 |
| 50 | 0.0155 | 1 | 8 |
| 100 | 0.0038 | 1 | 12 |

The Kohn-Sham count grows because a Coulomb tail keeps accommodating nodes. The semiclassical estimate at zero energy is $\frac1\pi\int_0^R\sqrt{2/r}\,dr=\sqrt{8R}/\pi$, which gives 6.2, 8.8 and 12.4 for the three boxes.

Gaussian bases behave likewise. Extending an s basis from a smallest exponent of 0.05 to $4.4\times10^{-4}$ bohr⁻² lowers the first empty Fock level from 2.14 to 0.014 eV. Such a number reports the basis; its limit is the continuum edge at zero. The Kohn-Sham 2s level, by contrast, converges to a definite bound value once the basis reaches far enough.

## Physical meaning, and a second case

With $\phi$ frozen, $\langle\psi|F|\psi\rangle$ is the energy of adding a third electron to the atom. That electron faces two others, and the atom looks neutral from outside.

$\langle\psi|h|\psi\rangle$ describes one electron outside a core with a single electron in $\phi$. For the configuration $\phi\psi$, exchange adds $+\langle K\rangle$ in the singlet and $-\langle K\rangle$ in the triplet, so $\langle\psi|h|\psi\rangle$ is the mean of the two energies, measured from the frozen ion. The difference $24.98-4.31=20.67$ eV between 1s and 2s is thus a zeroth-order excitation energy, the mean of the frozen singlet (21.29 eV) and triplet (20.06 eV); the correlated mean lies near 20.2 eV, about 0.5 eV lower. It is not the cost of removing an electron from one atom and adding it to another.

Charge changes the verdict. For a two-electron ion of nuclear charge $Z$, the same algebra gives tails $-(Z-2)/r$ for empty Fock orbitals and $-(Z-1)/r$ for Kohn-Sham orbitals. For $Z\ge3$ the Fock operator has its own Rydberg series, because the remaining terms $-U$ and $-K$ only lower the levels. A neutral system with a stronger short-ranged attraction could also bind an empty Fock orbital. For a spherical atom such as helium, neutrality removes the tail, and weakness of the remaining attraction removes the bound level. A neutral polar molecule is different, because it keeps a dipole tail falling as $1/r^2$: for LiH (dipole 6.0 D, fixed nuclei) the lowest empty Fock level converges to −0.22 eV as diffuse functions are added.

## Weighing what was left out

**Correlation in the occupied level.** Coupled cluster with single and double excitations is complete for two electrons within its basis. In aug-cc-pVQZ, and with the exact one-electron ion, it gives an ionization energy of 24.56 eV. The Hartree-Fock value $-\varepsilon_{1s}$ is 0.42 eV higher, or 1.7% of the correlated value. This small difference is what remains of two larger terms: letting the ion's orbital relax lowers the ionization energy by 1.53 eV, to 23.45 eV, and correlation raises it by 1.11 eV. The reference still omits relativity, nuclear motion and the rest of the basis. The next larger basis, aug-cc-pV5Z, raises the ionization energy by 0.02 eV and narrows the difference to 0.40 eV.

**Polarization of the atom.** An added electron polarizes the atom and feels $-\alpha/(2r^4)$ at long range. The Hartree-Fock polarizability is $\alpha=1.32$ bohr³ (0.196 Å³), which gives −5.5 meV at 4 Å. This far exceeds the static and exchange attractions there, so the exponential tail belongs to the Hartree-Fock model, not to a real electron near helium.

To estimate its effect on binding, add the attraction $\alpha/[2(r^2+d^2)^2]$ to $A_l$ with a chosen cutoff $d=0.80$ Å. The second s eigenvalue rises from 0.501 to 0.529, and the first p eigenvalue from 0.270 to 0.296. Both stay well below one. The s eigenvalue depends on the cutoff: it is 0.51 for $d=1.2$ Å and about 0.8 for $d=0.3$ Å, still below one. It passes one between $d=0.25$ Å (0.95) and $d=0.2$ Å (1.27), so the verdict requires that the cutoff not lie far inside the mean 1s radius of 0.49 Å. This is an estimate for the correlated problem and not a proof. It agrees with the accepted picture that a ground-state helium atom does not hold an extra electron.

Most values quoted here, with further digits and levels, are in the numerical output.

## Table of computed values

```
hartree = 27.21139 eV, bohr = 0.529177 angstrom
HF total energy: -2.86168 hartree = -77.870 eV
Gaussian HF total energy: -2.86168 hartree
1s level, local potential: -0.91796 hartree = -24.979 eV
1s level, Gaussian HF: -24.979 eV
mean 1s radius: 0.9273 bohr = 0.4907 angstrom
integral of r*U: 0.9273 bohr
Potentials in eV: r(A), -1/r, local KS, HF static -U, exchange -K(2p)/2p
  1  -14.3996  -14.5637  -3.28e-01  -1.02e+00
  2  -7.1998  -7.2004  -1.24e-03  -3.58e-02
  4  -3.5999  -3.5999  -2.92e-08  -1.61e-04
KS levels in eV: n, s level, s defect, p level, p defect, hydrogen
  2  -4.3085  0.2230  -3.4675  0.0192  -3.4014
  3  -1.7594  0.2191  -1.5337  0.0215  -1.5117
  4  -0.9512  0.2179  -0.8599  0.0223  -0.8504
  5  -0.5948  0.2174  -0.5492  0.0226  -0.5442
  6  -0.4069  0.2172  -0.3808  0.0228  -0.3779
KS 2s: level -4.308, <J-K> 6.630, <F> 2.321 eV
KS 2p: level -3.468, <J-K> 6.766, <F> 3.298 eV
Box radius (A), negative s levels HF, KS, lowest empty HF s level (eV)
  25  1  6  0.06412
  50  1  8  0.01552
  100  1  12  0.00382
Gaussian basis: smallest exponent (1/bohr^2), lowest empty HF level (eV)
  5.00e-02  2.13588
  4.70e-03  0.15649
  4.41e-04  0.01367
binding strengths mu, s: 3.317, 0.501; p: 0.270
attraction factor needed to bind: s 2.00, p 3.71
l=1: overlap integral X 0.5707 bohr, level bound 0.745
l=2: overlap integral X 0.3591 bohr, level bound 0.400
l=3: overlap integral X 0.2604 bohr, level bound 0.276
sum of p binding strengths on the mesh: 0.708
scattering length: 1.482 bohr = 0.784 angstrom
scattering length from largest box: 0.784 angstrom
ionization energy, CCSD aug-cc-pVQZ and exact ion: 24.559 eV
minus 1s level less that ionization energy: 0.420 eV
HF polarizability: 1.322 bohr^3 = 0.1959 angstrom^3
polarization potential at 4 angstrom: -0.00551 eV
polarization cutoff chosen: 0.80 angstrom
mu with polarization, s second: 0.529; p first: 0.296
```
